# Magnetophonon Resonance from Landau-Level Edges and Its Temperature Dependence, part 2

Electrons in a bulk semiconductor, in a magnetic field $B$ along $z$, absorb and emit longitudinal optical (LO) phonons of frequency $\omega_0$. At $\omega_0=N\omega_c$ these transitions connect the edges of Landau levels $n$ and $n+N$, where the density of states diverges. For sharp levels the transverse resistivity $\rho_{xx}$ then diverges logarithmically. We now include the level width and follow the oscillation with temperature.

We use SI units, with level energies in meV. The electrons have charge $-e$, mass $m$, density $n_e$, velocity $\mathbf v$, wave number $k$ along the field, and Boltzmann statistics at temperature $T$. Also $\omega_c=eB/m$, $l^2=\hbar/m\omega_c$, $\beta=1/k_BT$, $x=\hbar\omega_0/k_BT$, and the phonon number is $N_0=1/(e^x-1)$. For phonon wave vector $\mathbf q$, volume $V$ and Fröhlich constant $\alpha$, the coupling is

$$
|C_{\mathbf q}|^2=\frac{4\pi\alpha(\hbar\omega_0)^2r_0}{Vq^2},
\qquad r_0=\sqrt{\frac{\hbar}{2m\omega_0}},
\tag{9}
$$

With $W^{\rm abs}_{i\to f}$ the absorption rate between states of energies $E_i$ and $E_f$, and brackets denoting a thermal average, the diffusion constant across the field is

$$
D=l^4\Big\langle\sum_fW^{\rm abs}_{i\to f}\,q_y^2\Big\rangle .
\tag{12}
$$

It fixes the conductivity $\sigma_{xx}$ and an effective rate $\nu$:

$$
\sigma_{xx}=\frac{n_ee^2\nu}{m\omega_c^2},
\qquad
\nu=\frac{m\omega_c^2D}{k_BT}.
\tag{7}
$$

For $\nu\ll\omega_c$, with Hall conductivity $|\sigma_{xy}|=n_ee/B$,

$$
\rho_{xx}\simeq\frac{\sigma_{xx}}{\sigma_{xy}^2}
=\frac{n_ee^2\nu}{m\omega_c^2}\,\frac{B^2}{n_e^2e^2}
=\frac{m\nu}{n_ee^2},
\tag{8}
$$

with relative corrections of order $(\nu/\omega_c)^2$. Emission from $i$ to $f$ balances the reverse absorption:

$$
e^{-\beta E_i}(N_0+1)=e^{-\beta E_f}e^{-x}(N_0+1)=e^{-\beta E_f}N_0 .
\tag{11}
$$

The rate is

$$
\boxed{\;\nu=\frac{\alpha\omega_c}{\sqrt\pi}\,x^{3/2}N_0\,S\;}
\tag{20}
$$

where $S$ is a dimensionless sum over Landau-level pairs. The full sum keeps the $q_z$ dependence of the coupling. Without it, the harmonics $e^{2\pi ir\omega_0/\omega_c}$ of $S$ have coefficients, with $s_r=2\pi r/\hbar\omega_c$,

$$
c_r=\frac1{2r}\left(1+\frac{i\beta}{s_r}\right)^{-1/2},
\qquad \frac\beta{s_r}=\frac{\hbar\omega_c}{2\pi rk_BT}.
\tag{26}
$$

For $2\pi k_BT\gg\hbar\omega_c$ the oscillating part is

$$
S_{\rm osc}=\sum_{r=1}^\infty\frac1r\cos\frac{2\pi r\omega_0}{\omega_c}
=-\ln\left|2\sin\frac{\pi\omega_0}{\omega_c}\right| .
\tag{27}
$$

The resonances lie at

$$
B_N=\frac{m\omega_0}{eN}.
\tag{28}
$$

In the computed tests, the log coefficient multiplies $\ln(k_BT/|\hbar\omega_0-N\hbar\omega_c|)$ in $S$. The oscillation at offset 0.1 is the average of $S$ at $\omega_0/\omega_c=3\pm0.1$ minus that at $3\pm0.5$.

### Finite level width

Let the edge of each Landau level be spread over a Lorentzian distribution of half-width $\Gamma$, independently for the initial and final levels. A Lorentzian energy shift $\delta$ has $\langle e^{is\delta}\rangle=e^{-\Gamma|s|}$. The mismatch contains the difference of two such shifts, so harmonic $r$ acquires the factor

$$
e^{-2\Gamma s_r}=Q^r,\qquad Q=e^{-4\pi\Gamma/\hbar\omega_c}.
\tag{29}
$$

The thermal weights are left unchanged, which requires $\Gamma\ll k_BT$. Summing the damped harmonics as before,

$$
S_{\rm osc}=-\,\mathrm{Re}\,\ln\left(1-Q\,e^{2\pi i\omega_0/\omega_c}\right).
\tag{30}
$$

The peak is $-\ln(1-Q)$ and the trough is $-\ln(1+Q)$. With $Q=e^{-2y}$, their difference is

$$
L=\ln\frac{1+Q}{1-Q}=\ln\coth y,
\qquad y=\frac{2\pi\Gamma}{\hbar\omega_c}.
\tag{31}
$$

For narrow levels $L\simeq\ln(1/y)$: the width cuts off the logarithmic divergence. For broad levels $L\simeq2e^{-2y}$: neighbouring edges overlap and only a weak first harmonic survives.

Take the prefactor and the width at $B_N$ for both the peak and the trough. Since $m\omega_c/n_ee^2=B_N/n_ee$, the peak-to-trough resistivity, understood as the distance between the upper and lower envelopes of the oscillation at $B_N$, is

$$
\delta\rho_N=\frac{\alpha B_N}{\sqrt\pi\,n_ee}\;f(x)\,L,
\qquad f(x)=x^{3/2}N_0=\frac{x^{3/2}}{e^x-1}.
\tag{32}
$$

In a field sweep the two neighbouring troughs are not equal. On the low-field side both the prefactor and $Q$ are smaller, and the trough is shallower than (32) assumes; on the high-field side it is deeper. For the third resonance in the example below, at the temperature of its maximum, (30) gives a swept difference about 10 percent smaller than (32) towards the low-field trough and about 15 percent larger towards the high-field trough.

### Why the amplitude has a maximum

The temperature enters (32) through two factors. At low temperature $f\simeq x^{3/2}e^{-x}$. Few phonons are present to be absorbed, and correspondingly few electrons have enough energy to emit one. By (11) these are two views of the same equilibrium traffic. The resonance freezes out exponentially although the level edges are then sharpest.

At high temperature $N_0\simeq1/x$ and $f\simeq x^{1/2}$, which falls as $T^{-1/2}$. The phonon number grows in proportion to $T$, but two other powers outweigh it. The Einstein relation supplies $1/T$, and the thermal spread of $k$ lowers the fraction of electrons near an edge as $T^{-1/2}$. The maximum of $f$ follows from $d\ln f/dx=0$:

$$
\frac3{2x}=\frac{e^x}{e^x-1}
\quad\Longrightarrow\quad
x=\tfrac32(1-e^{-x}),\qquad x=0.874 .
\tag{33}
$$

Thus the absolute amplitude has a maximum even if the level width is constant. Thermal broadening is not needed for the maximum to exist, but it moves the maximum to a lower temperature and makes the amplitude fall faster beyond it.

To estimate the width, use the rate at which a slow electron absorbs phonons without a magnetic field. Emission is closed to it. Setting the initial wave vector to zero in the golden rule gives

$$
\frac1{\tau_{\rm LO}}=\frac{2\pi}\hbar N_0\frac{V}{(2\pi)^3}\int4\pi q^2dq\,
|C_{\mathbf q}|^2\,\delta\!\left(\frac{\hbar^2q^2}{2m}-\hbar\omega_0\right).
$$

The factor $q^2$ cancels the $1/q^2$ of the coupling, and the numerical factors give $2\pi\cdot4\pi\cdot4\pi/8\pi^3=4$. The remaining integral $\int dq\,\delta(\ldots)$ equals $m/\hbar^2q$ at $q=1/r_0$, that is $mr_0/\hbar^2=1/(2r_0\hbar\omega_0)$. Hence

$$
\frac1{\tau_{\rm LO}}=\frac{4\alpha N_0(\hbar\omega_0)^2r_0}{\hbar}\,
\frac1{2r_0\hbar\omega_0}=2\alpha\omega_0N_0 .
\tag{34}
$$

A state whose probability decays at rate $1/\tau$ has a Lorentzian half-width $\hbar/2\tau$. Adding a constant part $\Gamma_i$ from impurities gives the model

$$
\Gamma(T)=\Gamma_i+\alpha\hbar\omega_0N_0(T).
\tag{35}
$$

This is an estimate and not a self-consistent width in the field. It omits the resonant variation of the width and all phonon emission. At resonance the upper level of each pair lies at least $\hbar\omega_0$ above the lowest level, so an electron at its edge can emit a phonon even with little longitudinal energy. This emission is proportional to $N_0+1$ and does not freeze out, so (35) is likely to understate the width of the upper level.

At high temperature $\hbar\omega_0N_0\simeq k_BT$. Once $y$ is large, (31) and (32) give, with $\hbar\omega_c=\hbar\omega_0/N$,

$$
\delta\rho_N\propto T^{-1/2}
\exp\left(-\frac{4\pi N\alpha k_BT}{\hbar\omega_0}\right).
\tag{36}
$$

The position of the maximum can be bounded. Above the temperature at which $f$ is largest, $f$ decreases, and $L$ decreases at all temperatures because $\Gamma$ grows. Their product therefore decreases there as well. Since the amplitude also vanishes at low temperature, its maximum lies at an intermediate temperature below that of (33).

### Worked example

Take round model parameters: $m=0.05\,m_e$, $\hbar\omega_0=30$ meV, $\alpha=0.05$, $\Gamma_i=0.5$ meV and $n_e=10^{21}\ \mathrm{m^{-3}}$. From (28), $B_1=12.96$ T, and the third resonance lies at $B_3=12.96/3=4.32$ T, where $\hbar\omega_c=10$ meV.

At 150 K, $N_0=0.1089$, and (35) gives

$$
\Gamma=0.50+0.05\times30\times0.1089=0.663\ \mathrm{meV}.
$$

Then $y=2\pi\times0.663/10=0.417$ and $L=\ln\coth0.417=0.931$. The phonon factor is $f=0.385$. With $e=1.602\times10^{-19}$ C, (32) becomes

$$
\delta\rho_3=\frac{0.05\times4.319}{1.772\times10^{21}\times1.602\times10^{-19}}
\times0.385\times0.931
=2.7\times10^{-4}\ \Omega\,\mathrm m .
$$

The same calculation at other temperatures shows the competition between the factors:

| $T$ (K) | $f$ | $L$ | $\delta\rho_3$ ($10^{-4}\ \Omega\,$m) |
|---:|---:|---:|---:|
| 50 | 0.017 | 1.19 | 0.16 |
| 100 | 0.206 | 1.11 | 1.73 |
| 150 | 0.385 | 0.93 | 2.73 |
| 200 | 0.489 | 0.75 | 2.78 |
| 300 | 0.571 | 0.46 | 1.99 |
| 400 | 0.585 | 0.28 | 1.23 |
| 600 | 0.562 | 0.10 | 0.42 |

Between 50 and 150 K the phonon factor grows 22-fold, while $L$ loses about a fifth of its value. Between 200 and 400 K the phonon factor gains 20 percent, but $L$ falls to 37 percent of its earlier value. The maximum is at 177 K. With a constant width it would be at 398 K, so in this model the growing width more than halves the temperature of the maximum.

The maximum moves from 219 K for $N=1$ to 157 K for $N=5$. For $N=1$, $2\pi k_BT/\hbar\omega_c$ is only about 4, and keeping the full factor (26) and the $q_z$ dependence of the coupling shifts the value to about 224 K. A larger $N$ means a smaller level spacing and hence a larger $y$ at the same width. The fractional sensitivity of $L$ to $\Gamma$ is $1/\ln(1/y)$ for small $y$ and $2y$ for large $y$. It increases with $y$ in both limits, which agrees with the direction of the shift.

For $N=3$ at 177 K the assumptions can be checked. There $2\pi k_BT/\hbar\omega_c=9.6$, so the phase correction to the first harmonic is about $1/(2\times9.6)=0.05$ rad. The width from (35) is 0.74 meV against $k_BT=15.3$ meV. The omitted emission from the upper level has the scale $\alpha\hbar\omega_0(N_0+1)=1.7$ meV, which is small compared with $k_BT$ but not with 0.74 meV. The amplitudes in the table, and the relative amplitude given below, are therefore better read as upper estimates. The margin is large: adding $\alpha\hbar\omega_0(N_0+1)$ to the width of the upper level alone lowers $L$ at 177 K from 0.83 to 0.26 and moves the maximum to about 163 K. The argument for a maximum is not affected, since it needs only a width that does not shrink on heating. Half the density times the cube of the thermal wavelength, which estimates the occupation of the lowest states at zero field, is 0.008, so Boltzmann statistics are adequate.

### Amplitude relative to the background

The smooth LO contribution supplies a scale for the oscillation and a check of the prefactor. From (7) and (12), $\nu=(\hbar^2/mk_BT)\langle\sum W^{\rm abs}q_y^2\rangle$, because $m\omega_c^2l^4=\hbar^2/m$. Its zero-field counterpart $\nu_s$ is obtained with plane waves. Replacing $q_y^2$ by $q^2/3$ and collecting factors as before,

$$
\nu_s=\frac43\,\frac{\hbar\alpha N_0(\hbar\omega_0)^2r_0}{mk_BT}
\int_0^\infty q^2dq\,\langle\delta(\varepsilon_q+\hbar\mathbf q\cdot\mathbf v-\hbar\omega_0)\rangle ,
\tag{37}
$$

where $\varepsilon_q=\hbar^2q^2/2m$. The thermal velocity along $\mathbf q$ is Gaussian with variance $k_BT/m$, so $\hbar\mathbf q\cdot\mathbf v$ has variance $2\varepsilon_qk_BT$. Averaging the delta function gives

$$
\langle\delta\rangle=(4\pi\varepsilon_qk_BT)^{-1/2}
\exp\left[-\frac{(\varepsilon_q-\hbar\omega_0)^2}{4\varepsilon_qk_BT}\right].
$$

Put $\varepsilon_q=z\hbar\omega_0$, so that $q=\sqrt z/r_0$ and $q^2dq=\sqrt z\,dz/2r_0^3$. The factors $\sqrt z$ cancel. The remaining integral is $e^{x/2}\int_0^\infty dz\,e^{-(x/4)(z+1/z)}=2e^{x/2}K_1(x/2)$, as the substitution $z=e^s$ shows. With $r_0^{-2}=2m\omega_0/\hbar$,

$$
\nu_s=\frac{4}{3\sqrt\pi}\,\alpha\omega_0x^{3/2}N_0\,e^{x/2}K_1(x/2).
\tag{38}
$$

For $N=3$ and $\hbar\omega_c/k_BT=0.5$, the full Landau-level sum averaged over one period gives $\nu/\alpha N_0\omega_c=8.38$, while direct integration of the zero-field expression gives 8.33. The agreement to 0.5 percent tests the absolute prefactor in (20).

In the example at 177 K the smooth LO resistivity from the zero-field rate (38) is $22.6\times10^{-4}\ \Omega\,$m; the period average of the Landau-level sum at this field is about 0.7 percent larger. The peak-to-trough oscillation of $2.83\times10^{-4}\ \Omega\,$m is 12.5 percent of it. Here $\omega_c/\nu_s=11.9$, so with LO scattering alone the relative corrections to (8) are of order $1/11.9^2$, or 0.7 percent. The impurity width corresponds to a decay rate $2\Gamma_i/\hbar$ with $2\Gamma_i=1.0$ meV, against $\hbar\nu_s=0.84$ meV. If that rate also limits transport, the corrections are about 3 percent. On further heating $\nu_s$ grows, eventually as $T^{1/2}$, and this condition weakens. The hottest rows of the table are therefore less secure than those near the maximum. The coldest rows are limited by the condition for (27): at 50 K, $2\pi k_BT/\hbar\omega_c=2.7$, and keeping the full factor (26) and the $q_z$ dependence lowers $L$ from 1.19 to about 1.13.

Dividing the oscillating rate by (38) removes the common factor $x^{3/2}N_0$:

$$
\frac{\delta\nu}{\nu_s}=\frac{3L}{4N\,e^{x/2}K_1(x/2)} .
\tag{39}
$$

For large $x$, $e^{x/2}K_1(x/2)\simeq\sqrt{\pi/x}$. Within the range of (27), the relative amplitude therefore does not freeze out if LO phonons provide the whole background. If impurities or acoustic phonons add a rate that survives cooling, the background remains while the oscillation vanishes with $N_0$, and the relative amplitude vanishes too. The maximum found above belongs to the absolute oscillation of $\rho_{xx}$. The numerical output that follows gives the remaining values for the five resonances.

## Computed values

```
TESTS (dimensionless)
hbar wc/(kB T) in Landau-level tests: 0.50; N = 3
log coefficient above, below resonance: 0.99995, 1.00005
oscillation at offset 0.1: full sum 1.1753, formula 1.1744
rate/(alpha N0 wc): Landau mean 8.3758, zero-field 8.3344
slow-electron rate/(alpha w0 N0): 1.9992
MODEL INPUT
mass = 0.050 m_e; LO energy = 30.0 meV
alpha = 0.050; impurity half-width = 0.50 meV
electron density = 1.0e+21 m^-3
RESONANCES: N, field (T), temperature of largest amplitude (K),
  peak-to-trough resistivity there (1e-4 ohm m)
 1   12.957    218.6   19.891
 2    6.478    193.2    6.182
 3    4.319    177.2    2.831
 4    3.239    165.6    1.524
 5    2.591    156.8    0.898
N = 3: T (K), N0, half-width (meV), x^1.5 N0, ln coth,
  peak-to-trough resistivity (1e-4 ohm m)
  50   0.00095   0.501   0.0174   1.1874   0.1572
  75   0.00973   0.515   0.0973   1.1631   0.8610
 100   0.03174   0.548   0.2062   1.1053   1.7330
 150   0.10887   0.663   0.3850   0.9309   2.7250
 200   0.21271   0.819   0.4885   0.7475   2.7768
 300   0.45633   1.185   0.5705   0.4593   1.9926
 400   0.72061   1.581   0.5851   0.2761   1.2283
 600   1.27155   2.407   0.5620   0.0972   0.4153
largest amplitude with fixed width: T = 398.2 K, x = 0.8742
CHECKS for N = 3 at 177.2 K
x = 1.965; half-width = 0.744 meV; kB T = 15.27 meV
2 pi kB T/(hbar wc) = 9.59
density*(thermal length)^3/2 = 0.00785
smooth LO resistivity = 22.622 1e-4 ohm m
wc/(smooth LO rate) = 11.92
peak-to-trough/smooth LO resistivity = 0.1251
```
